# Deal–Grove oxidation of silicon: from three fluxes to linear-parabolic growth: a program that tests the result

```python
"""Linear-parabolic (Deal-Grove) law for thermal oxidation of silicon.

Result under test:  x^2 + A x = B (t + tau),
    A = 2 D (1/k + 1/h),  B = 2 D Cstar / N,  tau = (xi^2 + A xi) / B
x: oxide thickness, xi: its value at t = 0, D: oxidant diffusivity in oxide,
k: interface rate constant, h = hG / m: gas transfer coefficient referred to
dissolved concentration, hG: the same referred to gas concentration,
m = H kB T: dissolved/gas concentration ratio (Henry's law),
Cstar: dissolved concentration in equilibrium with the bulk gas,
N: oxidant molecules built into unit volume of oxide.
Internal units of the example: cm, s; thicknesses are reported in nm, times in h.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

NM = 1e-7        # cm
HOUR = 3600.0    # s

# Rough typical inputs: dry O2 on (100) silicon
T = 1273.0               # K
p_torr = 760.0           # Torr
D = 7e-9                 # cm^2/s
k = 5e-4                 # cm/s
hG = 5.0                 # cm/s
Cstar = 5e16             # cm^-3
xi = 25 * NM             # cm
rho_oxide, molar_oxide = 2.2, 60.08      # g/cm^3, g/mol
rho_si, molar_si = 2.33, 28.09           # g/cm^3, g/mol

N = rho_oxide * const.N_A / molar_oxide  # one O2 per SiO2 unit
N_si = rho_si * const.N_A / molar_si
C_gas = p_torr * const.torr / (const.k * T) * 1e-6   # cm^-3
m = Cstar / C_gas
h = hG / m


def solve_fluxes(x, gas_coefficient):
    """Solve the original transfer, solubility, diffusion, reaction equations.

    Unknowns: gas concentration at surface, dissolved concentration at the
    outer surface, dissolved concentration at the silicon, common flux.
    """
    matrix = np.array([[gas_coefficient, 0, 0, 1.0],
                       [-m, 1.0, 0, 0],
                       [0, D, -D, -x],
                       [0, 0, k, -1.0]])
    return np.linalg.solve(matrix, [gas_coefficient * C_gas, 0, 0, 0])


def rate_constants(k_value, h_value):
    return 2 * D * (1 / k_value + 1 / h_value), 2 * D * Cstar / N


def thickness(t, A_value, B_value, start):
    tau_value = (start**2 + A_value * start) / B_value
    root = np.sqrt(1 + 4 * B_value * (t + tau_value) / A_value**2)
    return A_value / 2 * (root - 1)


# Flux formula and growth law against the original equations,
# once with fast gas transfer and once with gas transfer as slow as reaction
for gas_coefficient in (hG, k * m):
    h_case = gas_coefficient / m
    A_case, B_case = rate_constants(k, h_case)
    for x in (5 * NM, 100 * NM, 3000 * NM):
        _, C0_num, Ci_num, F_num = solve_fluxes(x, gas_coefficient)
        F_formula = Cstar / (1 / h_case + x / D + 1 / k)
        assert abs(F_num / F_formula - 1) < 1e-9
        assert abs(Ci_num / (F_formula / k) - 1) < 1e-9
        assert abs(C0_num / (Cstar - F_formula / h_case) - 1) < 1e-9

    def growth_nm_per_hour(t_h, y, g=gas_coefficient):
        return [solve_fluxes(y[0] * NM, g)[3] / N * HOUR / NM]

    run = solve_ivp(growth_nm_per_hour, (0, 16), [xi / NM], method="DOP853",
                    rtol=1e-9, atol=1e-9, t_eval=[1, 4, 16])
    for t_h, x_nm in zip(run.t, run.y[0]):
        law = thickness(t_h * HOUR, A_case, B_case, xi) / NM
        assert abs(x_nm / law - 1) < 1e-6

A, B = rate_constants(k, h)
tau = (xi**2 + A * xi) / B


# Limits: time to grow from zero thickness by quadrature of N / F
def limit_data(X):
    t_grow = quad(lambda x: N / solve_fluxes(x, hG)[3], 0, X)[0]
    linear_error = B / A * t_grow / X - 1
    parabolic_error = np.sqrt(B * t_grow) / X - 1
    shifted_error = (np.sqrt(B * t_grow) - A / 2) / X - 1
    exponent = solve_fluxes(X, hG)[3] / N * t_grow / X
    return linear_error, parabolic_error, shifted_error, exponent


limit_rows = []
for ratio in (0.01, 0.1, 0.5, 1.0, 10.0, 50.0):
    lin, par, shifted, exponent = limit_data(ratio * A)
    assert abs(lin - ratio) < 1e-7 * (1 + ratio)
    assert abs(par - (np.sqrt(1 + 1 / ratio) - 1)) < 1e-7
    assert abs(exponent - (ratio + 1) / (2 * ratio + 1)) < 1e-7
    limit_rows.append((ratio, lin, par, shifted, exponent))
# leading error of the shifted parabola; the next term is below 1e-6 here
shifted_10 = limit_rows[4][3]
assert abs(shifted_10 + 1 / (8 * 10.5 * 10)) < 2e-6

x_lin_1pc = brentq(lambda r: limit_data(r * A)[0] - 0.01, 1e-3, 1) * A
x_par_1pc = brentq(lambda r: limit_data(r * A)[1] - 0.01, 1, 200) * A
x_shift_1pc = brentq(lambda r: limit_data(r * A)[2] + 0.01, 1, 200) * A

# thickness at which diffusion takes half of the total concentration drop
x_half = brentq(lambda x: (lambda s: (s[1] - s[2]) / Cstar - 0.5)(
    solve_fluxes(x, hG)), 1 * NM, 5000 * NM)
assert abs(x_half / (A / 2) - 1) < 1e-6


# Transient diffusion with a moving interface; no equality of fluxes assumed.
# Scaled units: D = k = Cstar = 1, gas coefficient 2, s = eps * time,
# eps = Cstar / N.  The oxide starts empty of oxidant.
def transient_thickness(eps, x_start=0.5, s_end=10.0, gas=2.0, cells=40):
    width = 1 / cells
    faces = np.linspace(0, 1, cells + 1)

    def rhs(s, y):
        u, x = y[:-1], y[-1]
        g = 2 / (x * width)          # conductance of half a cell
        # arriving flux feeds the reaction and fills the new oxide
        u_i = 2 * g * u[-1] / (1 + g + np.sqrt((1 + g)**2
                                               + 4 * eps * g * u[-1]))
        speed = u_i                  # dx/ds
        J = np.empty(cells + 1)      # flux relative to the moving cell faces
        J[0] = (1 - u[0]) / (1 / gas + 1 / g)
        J[1:-1] = (-(u[1:] - u[:-1]) / (x * width)
                   - eps * faces[1:-1] * speed * (u[1:] + u[:-1]) / 2)
        J[-1] = u_i
        du = ((J[:-1] - J[1:]) / (eps * width) - u * speed) / x
        return np.append(du, speed)

    y0 = np.append(np.zeros(cells), x_start)
    result = solve_ivp(rhs, (0, s_end), y0, method="BDF",
                       rtol=1e-8, atol=1e-10)
    assert result.success
    return result.y[-1, -1]


A_scaled, B_scaled = 2 * (1 + 1 / 2.0), 2.0
x_law_scaled = thickness(10.0, A_scaled, B_scaled, 0.5)
x_eps2, x_eps1 = transient_thickness(0.02), transient_thickness(0.01)
dev2, dev1 = x_eps2 / x_law_scaled - 1, x_eps1 / x_law_scaled - 1
assert abs(dev1 / dev2 - 0.5) < 0.03             # error proportional to eps
# the extrapolation leaves a remainder of order eps^2
assert abs((2 * x_eps1 - x_eps2) / x_law_scaled - 1) < 2e-4

# Worked example
t_main = 2 * HOUR
x_main = thickness(t_main, A, B, xi)
_, C0, Ci, F = solve_fluxes(x_main, hG)
t_100 = ((100 * NM)**2 + A * 100 * NM) / B - tau
assert abs(thickness(t_100, A, B, xi) / (100 * NM) - 1) < 1e-9
si_ratio = N / N_si

# Sizes of neglected or uncertain effects, rough typical inputs
A_nogas = 2 * D / k
x_nogas = thickness(t_main, A_nogas, B, xi)
extra0, decay = 200.0, 7.0            # nm/h at zero thickness, nm
A_nm, B_nm = A / NM, B / NM**2 * HOUR


def fast_rate(x_nm):
    return B_nm / (A_nm + 2 * x_nm) + extra0 * np.exp(-x_nm / decay)


x_fast = solve_ivp(lambda t, y: [fast_rate(y[0])], (0, 2), [xi / NM],
                   rtol=1e-9, atol=1e-9).y[0, -1]
native = 1.5                          # nm
t_native_law = quad(lambda x: (A_nm + 2 * x) / B_nm, native, xi / NM)[0]
t_native_fast = quad(lambda x: 1 / fast_rate(x), native, xi / NM)[0]
E_B, E_lin, dT = 1.2, 2.0, 10.0       # eV, eV, K
inverse_shift = (1 / T - 1 / (T + dT)) * const.e / const.k
B_hot = B * np.exp(E_B * inverse_shift)
A_hot = B_hot / (B / A * np.exp(E_lin * inverse_shift))
x_hot = thickness(t_main, A_hot, B_hot, xi)
k_factor = 1.7
x_111 = thickness(t_main, rate_constants(k_factor * k, h)[0], B, xi)

print(f"T = {T:.0f} K, p = {p_torr:.0f} Torr")
print(f"D = {D:.1e} cm2/s, k = {k:.1e} cm/s, hG = {hG:.1f} cm/s")
print(f"C* = {Cstar:.1e} cm-3, gas C_G = {C_gas:.3e} cm-3")
print(f"oxide density {rho_oxide} g/cm3, molar mass {molar_oxide} g/mol")
print(f"N = {N:.3e} cm-3, Si atoms = {N_si:.3e} cm-3")
print(f"solubility ratio H kB T = {m:.3e}, h = {h:.1f} cm/s")
print(f"k/h = {k / h:.2e}, C*/N = {Cstar / N:.2e}")
print(f"A = {A_nm:.1f} nm, A/2 = {A_nm / 2:.1f} nm")
print(f"B = {B_nm:.0f} nm2/h = {B_nm * 1e-6:.5f} um2/h")
print(f"B/A = {B_nm / A_nm:.2f} nm/h")
print(f"initial oxide = {xi / NM:.0f} nm, tau = {tau / HOUR:.3f} h")
for t_h in (1, 2, 4, 16):
    x_t = thickness(t_h * HOUR, A, B, xi)
    slope = (x_t + A) / (2 * x_t + A)
    print(f"t = {t_h} h: x = {x_t / NM:.1f} nm, exponent {slope:.3f}")
print(f"time to 100 nm = {t_100 / HOUR:.2f} h")
print(f"2 h resistances, s/cm: gas {1 / h:.2e}, "
      f"oxide {x_main / D:.0f}, reaction {1 / k:.0f}")
print(f"2 h: flux = {F:.3e} cm-2 s-1, rate = {F / N * HOUR / NM:.2f} nm/h")
print(f"2 h: C0/C* = {C0 / Cstar:.6f}, Ci/C* = {Ci / Cstar:.4f}")
print(f"2 h: linear limit {B / A * (t_main + tau) / NM:.1f} nm, "
      f"parabolic limit {np.sqrt(B * (t_main + tau)) / NM:.1f} nm")
print(f"Si consumed per oxide thickness = {si_ratio:.3f}")
print(f"Si consumed in 2 h = {si_ratio * (x_main - xi) / NM:.1f} nm")
print("x/A: errors of linear, parabolic, shifted parabola; exponent")
for ratio, lin, par, shifted, exponent in limit_rows:
    print(f"{ratio:g}: {100 * lin:.2f} %, {100 * par:.2f} %, "
          f"{100 * shifted:.3f} %; {exponent:.4f}")
print(f"linear limit good to 1 % up to x = {x_lin_1pc / NM:.2f} nm")
print(f"parabolic limit good to 1 % from x = {x_par_1pc / NM:.0f} nm")
print(f"shifted parabola good to 1 % from x = {x_shift_1pc / NM:.0f} nm")
t_par = ((x_par_1pc**2 + A * x_par_1pc) / B - tau) / HOUR
print(f"time to reach that parabolic range = {t_par:.0f} h")
print(f"transient test, scaled law x = {x_law_scaled:.5f} (length D/k)")
print(f"C*/N = 0.02: deviation {100 * dev2:.4f} %")
print(f"C*/N = 0.01: deviation {100 * dev1:.4f} %")
print(f"gas resistance lowers x(2 h) by {(x_nogas - x_main) / NM:.1e} nm")
print(f"fast growth: extra {extra0:.0f} nm/h at x = 0, decay {decay:.0f} nm")
print(f"extra rate at 25 nm = {extra0 * np.exp(-xi / NM / decay):.2f} nm/h, "
      f"law {B_nm / (A_nm + 2 * xi / NM):.2f} nm/h")
print(f"x(2 h) with fast growth = {x_fast:.1f} nm")
print(f"{native} to 25 nm: law {t_native_law:.3f} h, "
      f"with fast growth {t_native_fast:.3f} h")
print(f"activation energies: B {E_B} eV, B/A {E_lin} eV")
print(f"x(2 h) at {dT:.0f} K higher = {x_hot / NM:.1f} nm")
print(f"x(2 h) on (111), k times {k_factor} = {x_111 / NM:.1f} nm")
print("tests ok")
```

Output:

```
T = 1273 K, p = 760 Torr
D = 7.0e-09 cm2/s, k = 5.0e-04 cm/s, hG = 5.0 cm/s
C* = 5.0e+16 cm-3, gas C_G = 5.765e+18 cm-3
oxide density 2.2 g/cm3, molar mass 60.08 g/mol
N = 2.205e+22 cm-3, Si atoms = 4.995e+22 cm-3
solubility ratio H kB T = 8.673e-03, h = 576.5 cm/s
k/h = 8.67e-07, C*/N = 2.27e-06
A = 280.0 nm, A/2 = 140.0 nm
B = 11428 nm2/h = 0.01143 um2/h
B/A = 40.81 nm/h
initial oxide = 25 nm, tau = 0.667 h
t = 1 h: x = 56.6 nm, exponent 0.856
t = 2 h: x = 83.8 nm, exponent 0.813
t = 4 h: x = 130.1 nm, exponent 0.759
t = 16 h: x = 318.3 nm, exponent 0.653
time to 100 nm = 2.66 h
2 h resistances, s/cm: gas 1.73e-03, oxide 1197, reaction 2000
2 h: flux = 1.564e+13 cm-2 s-1, rate = 25.53 nm/h
2 h: C0/C* = 0.999999, Ci/C* = 0.6256
2 h: linear limit 108.9 nm, parabolic limit 174.6 nm
Si consumed per oxide thickness = 0.441
Si consumed in 2 h = 26.0 nm
x/A: errors of linear, parabolic, shifted parabola; exponent
0.01: 1.00 %, 904.99 %, -4095.012 %; 0.9902
0.1: 10.00 %, 231.66 %, -268.338 %; 0.9167
0.5: 50.00 %, 73.21 %, -26.795 %; 0.7500
1: 100.00 %, 41.42 %, -8.579 %; 0.6667
10: 1000.00 %, 4.88 %, -0.119 %; 0.5238
50: 5000.00 %, 1.00 %, -0.005 %; 0.5050
linear limit good to 1 % up to x = 2.80 nm
parabolic limit good to 1 % from x = 13930 nm
shifted parabola good to 1 % from x = 925 nm
time to reach that parabolic range = 17322 h
transient test, scaled law x = 3.39898 (length D/k)
C*/N = 0.02: deviation -0.4112 %
C*/N = 0.01: deviation -0.2064 %
gas resistance lowers x(2 h) by 3.2e-05 nm
fast growth: extra 200 nm/h at x = 0, decay 7 nm
extra rate at 25 nm = 5.62 nm/h, law 34.63 nm/h
x(2 h) with fast growth = 84.6 nm
1.5 to 25 nm: law 0.630 h, with fast growth 0.349 h
activation energies: B 1.2 eV, B/A 2.0 eV
x(2 h) at 10 K higher = 90.5 nm
x(2 h) on (111), k times 1.7 = 103.1 nm
tests ok
```
